# Why isovalent band offsets are transitive and orientation independent: a numerical check

```python
"""Band lineup at isovalent zincblende interfaces from one second moment.

Result under test: to first order in the cation site-energy difference,
  U_A - U_B = -(e^2/(6 eps0 Omega)) (lam_A - lam_B) sum_sites dn r^2,
for every interface normal.  U is the mean electron potential energy, Omega
the primitive cell volume, lam the cation site-energy shift, and dn the
electron-number response per eV to one perturbed cation at the origin.
Model: one s orbital per atom, two electrons per cell, site energies
+DELTA (cation) and -DELTA (anion), nearest-neighbour hopping HOP, Hartree
interaction of Gaussian site charges of width WIDTH.  Units: eV and nm.
"""
import numpy as np
from scipy import constants as const

A0 = 0.56
DELTA = 1.5
HOP = 0.75
WIDTH = 0.15 * A0
E2 = const.e / const.epsilon_0 * 1e9          # e^2/eps0 in eV nm
OMEGA = A0**3 / 4
BONDS = A0 / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
PRIM = A0 / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])

# ---------- linear response of the infinite reference crystal ----------
MESH = 12
FREQ = np.fft.fftfreq(MESH)
FRAC = np.array(np.meshgrid(FREQ, FREQ, FREQ, indexing="ij")).reshape(3, -1).T
BLOCH = np.exp(2j * np.pi * FRAC @ (BONDS @ np.linalg.inv(PRIM)).T)
F0 = BLOCH.sum(axis=1)
EN0 = np.sqrt(DELTA**2 + HOP**2 * abs(F0)**2)
H = np.arange(-5, 6)
HKL = np.array(np.meshgrid(H, H, H, indexing="ij")).reshape(3, -1).T


def response(q, external, stretch=np.ones(3)):
    """Self-consistent (cation, anion) density amplitudes at wavevector q."""
    lattice, bonds = PRIM * stretch, BONDS * stretch
    volume = abs(np.linalg.det(lattice))
    f1 = BLOCH @ np.exp(1j * bonds @ q)
    en1 = np.sqrt(DELTA**2 + HOP**2 * abs(f1)**2)
    denom = EN0 + en1
    same = -np.mean((1 - DELTA**2 / (EN0 * en1)) / denom)
    cross = np.mean(HOP**2 * F0.conj() * f1 / (EN0 * en1 * denom))
    chi = np.array([[same, cross], [np.conj(cross), same]])
    g = HKL @ (2 * np.pi * np.linalg.inv(lattice).T)
    k2 = ((g + q)**2).sum(axis=1)
    keep = k2 > 1e-10
    g, k2 = g[keep], k2[keep]
    weight = E2 / volume * np.exp(-k2 * WIDTH**2) / k2
    off = np.sum(weight * np.exp(-1j * g @ bonds[0]))
    coulomb = np.array([[weight.sum(), off], [np.conj(off), weight.sum()]])
    return np.linalg.solve(np.eye(2) - chi @ coulomb, chi @ external)


recip = 2 * np.pi * np.linalg.inv(PRIM).T
amplitude = np.array([response(fr @ recip, np.array([1.0, 0.0])) for fr in FRAC])
amplitude[:, 1] *= np.exp(1j * FRAC @ recip @ BONDS[0])
site_dn = [np.fft.ifftn(amplitude[:, s].reshape(MESH, MESH, MESH)).ravel()
           for s in (0, 1)]
site_dn = np.concatenate(site_dn)
assert abs(site_dn.imag).max() < 1e-10
site_dn = site_dn.real
cells = np.rint(FRAC * MESH) @ PRIM
sites = np.vstack([cells, cells + BONDS[0]])
SH = np.arange(-1, 2)
shifts = np.array(np.meshgrid(SH, SH, SH, indexing="ij")).reshape(3, -1).T
images = sites[None] + (MESH * shifts @ PRIM)[:, None]
dist2 = (images**2).sum(axis=2)
share = (dist2 < dist2.min(axis=0) + 1e-8).astype(float)
share /= share.sum(axis=0)                     # equidistant images share charge
monopole = site_dn.sum()
dipole = np.einsum("ms,s,msi->i", share, site_dn, images)
moment = np.einsum("ms,s,msi,msj->ij", share, site_dn, images, images)
trace = np.trace(moment)
slope = -E2 / (6 * OMEGA) * trace              # mean shift per eV of lam
assert abs(monopole) < 1e-10
assert abs(dipole).max() < 1e-8
assert abs(moment - trace / 3 * np.eye(3)).max() < 1e-6 * abs(trace)

QSMALL = 0.05 / A0
NORMALS = {"001": np.array([0, 0, 1.0]),
           "110": np.array([1, 1, 0]) / np.sqrt(2),
           "111": np.array([1, 1, 1]) / np.sqrt(3)}


def macroscopic_shift(direction, stretch=np.ones(3)):
    dn = response(QSMALL * direction, np.array([1.0, 0.0]), stretch)
    return E2 / (OMEGA * np.prod(stretch) * QSMALL**2) * dn.sum().real


small_q = {name: macroscopic_shift(n) for name, n in NORMALS.items()}
for value in small_q.values():                 # finite q and finite mesh
    assert abs(value / slope - 1) < 2e-3
STRETCH = np.array([1, 1, 1.05])
tetra_x = macroscopic_shift(np.array([1.0, 0, 0]), STRETCH)
tetra_z = macroscopic_shift(np.array([0, 0, 1.0]), STRETCH)
assert abs(tetra_z / tetra_x - 1) > 0.01
probe = np.ones(2) * E2 / (OMEGA * QSMALL**2)
epsilon = 1 / (1 + response(QSMALL * NORMALS["001"], probe).sum().real)


# ---------- nonlinear self-consistent superlattices ----------
def density(cell, energies):
    vec = np.linalg.eigh(cell["ham"] + np.diag(energies))[1]
    occupied = vec[:, :, :cell["layers"]]
    return 2 * (abs(occupied)**2).sum(axis=2).mean(axis=0)


def build(plane1, plane2, stack, layers):
    p1, p2, p3 = (A0 / 2 * np.array(v, float) for v in (plane1, plane2, stack))
    lattice = np.array([p1, p2, layers * p3])
    normal = np.cross(p1, p2)
    normal *= np.sign(normal @ p3) / np.linalg.norm(normal)
    cations = np.arange(layers)[:, None] * p3
    pos = np.vstack([cations, cations + BONDS[0]])
    rec = 2 * np.pi * np.linalg.inv(lattice).T
    gmax = 5.2 / WIDTH
    top = np.ceil(gmax * np.linalg.norm(lattice, axis=1) / (2 * np.pi))
    axes = [np.arange(-t, t + 1) for t in top]
    g = np.array(np.meshgrid(*axes, indexing="ij")).reshape(3, -1).T @ rec
    g2 = (g**2).sum(axis=1)
    keep = (g2 > 1e-10) & (g2 < gmax**2)
    g, g2 = g[keep], g2[keep]
    phase = np.exp(1j * g @ pos.T)
    weight = E2 / (layers * OMEGA) * np.exp(-g2 * WIDTH**2) / g2
    coulomb = ((phase.conj().T * weight) @ phase).real
    u = (np.arange(8) + 0.5) / 8
    kpts = np.array([x * rec[0] + y * rec[1] for x in u[:4] for y in u])
    ham = np.zeros((len(kpts), 2 * layers, 2 * layers), complex)
    inverse = np.linalg.inv(np.array([p1, p2, p3]))
    for bond in BONDS:
        jump = int(np.rint((bond - BONDS[0]) @ inverse)[2])
        for m in range(layers):
            ham[:, m, layers + (m + jump) % layers] += HOP * np.exp(1j * kpts @ bond)
    ham = ham + ham.conj().transpose(0, 2, 1)
    cell = dict(layers=layers, ham=ham, coulomb=coulomb, z=pos @ normal,
                spacing=p3 @ normal,
                onsite=np.repeat([DELTA, -DELTA], layers))
    cell["reference"] = density(cell, cell["onsite"])
    return cell


def self_consistent(cell, cation_shift, extra=None):
    """Electron-number change and Hartree site potential; Anderson mixing."""
    n = cell["layers"]
    extra = np.zeros(2 * n) if extra is None else extra
    bare = cell["onsite"] + np.concatenate([cation_shift, np.zeros(n)])
    x, old_x, old_r = np.zeros(2 * n), [], []
    for _ in range(60):
        potential = cell["coulomb"] @ (x + extra)
        res = density(cell, bare + potential) - cell["reference"] - x
        if abs(res).max() < 1e-9:
            return x, potential
        step = 0.6 * res
        if old_x:
            dx = np.array([x - o for o in old_x[-6:]]).T
            dr = np.array([res - o for o in old_r[-6:]]).T
            step = step - (dx + 0.6 * dr) @ np.linalg.lstsq(dr, res, rcond=None)[0]
        old_x.append(x)
        old_r.append(res)
        x = x + step
    raise RuntimeError("self-consistency not reached")


def lineup(cell, charge):
    """Mean energy (first half minus second half) and even-order step."""
    n, d = cell["layers"], cell["spacing"]
    length = n * d
    j = np.arange(1, 400)
    g = 2 * np.pi * j / length
    amp = np.exp(-1j * np.outer(g, cell["z"])) @ charge
    amp = amp * E2 / (n * OMEGA * g**2) * np.exp(-g**2 * WIDTH**2 / 2) * np.sinc(j / n)

    def mean_energy(z):
        return 2 * np.sum(amp * np.exp(1j * g * z)).real

    za = (n / 2 - 1) / 2 * d
    zb = za + length / 2
    gradient = np.mean([(mean_energy(z + d) - mean_energy(z - d)) / (2 * d)
                        for z in (za, zb)])
    return mean_energy(za) - mean_energy(zb), -gradient * length / 2


def halves(cell, first, second):
    return np.repeat([first, second], cell["layers"] // 2).astype(float)


LAM_A, LAM_B, LAM_C = 0.25, -0.25, 0.50
crystal = {"001": build((1, 1, 0), (1, -1, 0), (1, 0, 1), 20),
           "110": build((1, -1, 0), (0, 0, 2), (1, 0, 1), 28),
           "111": build((1, -1, 0), (0, 1, -1), (1, 1, 0), 16)}
predicted = slope * (LAM_A - LAM_B)
direct, even_step = {}, {}
for name, cell in crystal.items():
    dn, pot = self_consistent(cell, halves(cell, LAM_A, LAM_B))
    direct[name], even_step[name] = lineup(cell, dn)
    if name == "001":
        pot_ab = pot
    # 2 percent leaves room for the third-order response
    assert abs(direct[name] / predicted - 1) < 0.02

c111 = crystal["111"]
dn, _ = self_consistent(c111, halves(c111, 2 * LAM_A, 2 * LAM_B))
direct_double, even_double = lineup(c111, dn)
even_ratio = even_double / even_step["111"]
assert abs(even_ratio - 4) < 0.4               # fourth order is left in
for name in ("001", "110"):
    assert abs(even_step[name]) < 0.05 * abs(even_step["111"])

c001 = crystal["001"]
step_bc = lineup(c001, self_consistent(c001, halves(c001, LAM_B, LAM_C))[0])[0]
step_ca = lineup(c001, self_consistent(c001, halves(c001, LAM_C, LAM_A))[0])[0]
closure = direct["001"] + step_bc + step_ca
assert abs(closure) < 0.02 * abs(step_bc)

# exchange the two cation layers that face each other at each interface
n = c001["layers"]
half = n // 2
mixed = halves(c001, LAM_A, LAM_B)
mixed[[half - 1, half, n - 1, 0]] = mixed[[half, half - 1, 0, n - 1]]
step_mixed = lineup(c001, self_consistent(c001, mixed)[0])[0]
assert abs(step_mixed / direct["001"] - 1) < 0.02

# the same exchange for a small difference of nuclear charge
ETA = 0.01
extra = np.zeros(2 * n)
extra[[half - 1, 0]] = ETA                     # counted as electron number
extra[[half, n - 1]] = -ETA
dn, _ = self_consistent(c001, np.zeros(n), extra)
step_charge = lineup(c001, dn + extra)[0]
step_charge_formula = ETA * E2 * c001["spacing"]**2 / (OMEGA * epsilon)
assert abs(step_charge / step_charge_formula - 1) < 0.02

# band edges lie where the hopping sum vanishes: anion and cation levels
bulk_a = self_consistent(c001, np.full(n, LAM_A))[1]
bulk_b = self_consistent(c001, np.full(n, LAM_B))[1]
bulk_valence = bulk_a[n] - bulk_b[n]
bulk_conduction = LAM_A - LAM_B + bulk_a[0] - bulk_b[0]
valence, conduction = bulk_valence + predicted, bulk_conduction + predicted
mid_a, mid_b = half // 2 - 1, half // 2 - 1 + half
valence_direct = pot_ab[n + mid_a] - pot_ab[n + mid_b]
conduction_direct = LAM_A - LAM_B + pot_ab[mid_a] - pot_ab[mid_b]
assert abs(valence - valence_direct) < 0.02 * abs(predicted)
assert abs(conduction - conduction_direct) < 0.02 * abs(predicted)

# ---------- report ----------
print(f"lattice constant                       {A0:.3f} nm")
print(f"cell volume Omega                      {OMEGA:.6f} nm^3")
print(f"reference site energies +/-            {DELTA:.3f} eV")
print(f"hopping                                {HOP:.3f} eV")
print(f"reference gap                          {2 * EN0.min():.4f} eV")
print(f"Gaussian width                         {WIDTH:.4f} nm")
print(f"e^2/eps0                               {E2:.5f} eV nm")
print(f"cation shifts A, B, C                  {LAM_A}, {LAM_B}, {LAM_C} eV")
print(f"dielectric constant                    {epsilon:.4f}")
print("Response to one cation, per eV: shell radius, sites, dn per site, share of moment")
radius = np.sqrt(dist2.min(axis=0))
for r in np.unique(np.round(radius, 6))[:5]:
    pick = abs(radius - r) < 1e-5
    part = np.sum(site_dn[pick] * radius[pick]**2)
    print(f"  {r:.4f} nm  {pick.sum():3d}  {site_dn[pick].mean():+.6f} /eV  {part:+.6f} nm^2/eV")
print(f"total electron number of response      {monopole:.1e} /eV")
print(f"largest dipole component               {abs(dipole).max():.1e} nm/eV")
print(f"moments xx, yy, zz                     {moment[0,0]:.6f}, {moment[1,1]:.6f}, {moment[2,2]:.6f} nm^2/eV")
print(f"sum dn r^2                             {trace:.6f} nm^2/eV")
print(f"mean shift per unit lam, moment        {slope:.5f} (no unit)")
for name, value in small_q.items():
    print(f"mean shift per unit lam, q->0 {name}      {value:.5f} (no unit)")
print(f"5% z stretch: shift for normal x, z    {tetra_x:.5f}, {tetra_z:.5f} (no unit)")
print(f"lineup A-B from moment                 {predicted:.5f} eV")
print(f"lineup A-B from moment                 {predicted * const.e:.4e} J")
for name, value in direct.items():
    print(f"lineup A-B superlattice {name}            {value:.5f} eV")
for name, value in even_step.items():
    print(f"even-order step {name}                    {1e3 * value:.5f} meV")
print(f"even-order step 111, doubled lam       {1e3 * even_double:.5f} meV")
print(f"ratio of even-order steps              {even_ratio:.3f}")
print(f"lineup 111, doubled lam                {direct_double:.5f} eV")
print(f"lineup B-C, C-A (001)                  {step_bc:.5f}, {step_ca:.5f} eV")
print(f"closure A-B + B-C + C-A                {1e3 * closure:.4f} meV")
print(f"lineup A-B, exchanged layers (001)     {step_mixed:.5f} eV")
print(f"exchanged nuclear charge per cation    {ETA} e")
print(f"its step: superlattice, formula        {step_charge:.5f}, {step_charge_formula:.5f} eV")
print(f"bulk valence, conduction terms A-B     {bulk_valence:.5f}, {bulk_conduction:.5f} eV")
print(f"valence offset A-B: formula, direct    {valence:.5f}, {valence_direct:.5f} eV")
print(f"conduction offset A-B: formula, direct {conduction:.5f}, {conduction_direct:.5f} eV")
print("done: every assertion held")
```

Printed output:

```
lattice constant                       0.560 nm
cell volume Omega                      0.043904 nm^3
reference site energies +/-            1.500 eV
hopping                                0.750 eV
reference gap                          3.0000 eV
Gaussian width                         0.0840 nm
e^2/eps0                               18.09513 eV nm
cation shifts A, B, C                  0.25, -0.25, 0.5 eV
dielectric constant                    2.2089
Response to one cation, per eV: shell radius, sites, dn per site, share of moment
  0.0000 nm    1  -0.075082 /eV  +0.000000 nm^2/eV
  0.2425 nm    4  +0.018874 /eV  +0.004439 nm^2/eV
  0.3960 nm   12  -0.000292 /eV  -0.000549 nm^2/eV
  0.4643 nm   12  +0.000608 /eV  +0.001572 nm^2/eV
  0.5600 nm    6  -0.000116 /eV  -0.000218 nm^2/eV
total electron number of response      -2.8e-17 /eV
largest dipole component               7.8e-18 nm/eV
moments xx, yy, zz                     0.001328, 0.001328, 0.001328 nm^2/eV
sum dn r^2                             0.003984 nm^2/eV
mean shift per unit lam, moment        -0.27364 (no unit)
mean shift per unit lam, q->0 001      -0.27364 (no unit)
mean shift per unit lam, q->0 110      -0.27364 (no unit)
mean shift per unit lam, q->0 111      -0.27364 (no unit)
5% z stretch: shift for normal x, z    -0.26758, -0.27967 (no unit)
lineup A-B from moment                 -0.13682 eV
lineup A-B from moment                 -2.1921e-20 J
lineup A-B superlattice 001            -0.13689 eV
lineup A-B superlattice 110            -0.13683 eV
lineup A-B superlattice 111            -0.13687 eV
even-order step 001                    -0.00000 meV
even-order step 110                    -0.00000 meV
even-order step 111                    -0.50654 meV
even-order step 111, doubled lam       -1.99316 meV
ratio of even-order steps              3.935
lineup 111, doubled lam                -0.27405 eV
lineup B-C, C-A (001)                  0.19869, -0.06173 eV
closure A-B + B-C + C-A                0.0745 meV
lineup A-B, exchanged layers (001)     -0.13689 eV
exchanged nuclear charge per cation    0.01 e
its step: superlattice, formula        0.14626, 0.14629 eV
bulk valence, conduction terms A-B     0.03580, 0.46420 eV
valence offset A-B: formula, direct    -0.10102, -0.10109 eV
conduction offset A-B: formula, direct 0.32738, 0.32732 eV
done: every assertion held
```
